\section*{Slater–Condon rules derived from permutation sums over determinants, part 2}

The Slater--Condon rules give matrix elements between normalized $N$-electron determinants $|A\rangle$ and $|B\rangle$ built from one orthonormal set of spin orbitals $\chi_p(x)$, $x=(\mathbf r,\sigma)$. For an ordered list of distinct labels,
\begin{equation}
|A\rangle=|a_1\cdots a_N\rangle=\frac{1}{\sqrt{N!}}\sum_{P}\operatorname{sgn}(P)\prod_{l=1}^N\chi_{a_{P(l)}}(x_l),\label{det}
\end{equation}
with $P$ running over the permutations of $1,\dots,N$. The operators are $F=\sum_i f(i)$ and $G=\sum_{i<j}g(i,j)$, with $g(1,2)=g(2,1)$. The integrals are $f_{pq}=\int\chi_p^*(x)\,f\chi_q(x)\,dx$ and
\begin{equation}
\langle pq|rs\rangle=\iint\chi_p^*(x_1)\chi_q^*(x_2)\,g(1,2)\,\chi_r(x_1)\chi_s(x_2)\,dx_1dx_2,\qquad \langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,
\end{equation}
where $\int dx$ includes the spin sum. They satisfy
\begin{align}
\langle mm||rs\rangle&=\langle mm|rs\rangle-\langle mm|sr\rangle=\langle mm|rs\rangle-\langle mm|rs\rangle=0.\label{s3}
\end{align}
Let $k$ orbitals $m,n,\dots$ of $A$ be absent from $B$, and $p,q,\dots$ of $B$ absent from $A$. The sign $\epsilon=\pm1$ is the parity of the reordering of $B$ that puts shared orbitals where they stand in $A$, $p$ in the place of $m$ and $q$ in the place of $n$. Then
\begin{align}
k=0:&\quad \langle A|F|B\rangle=\epsilon\sum_{m\in A}f_{mm}, & \langle A|G|B\rangle&=\frac{\epsilon}{2}\sum_{m,n\in A}\langle mn||mn\rangle,\label{k0}\\
k=1:&\quad \langle A|F|B\rangle=\epsilon f_{mp}, & \langle A|G|B\rangle&=\epsilon\sum_{n\in A\cap B}\langle mn||pn\rangle,\label{k1}\\
k=2:&\quad \langle A|F|B\rangle=0, & \langle A|G|B\rangle&=\epsilon\,\langle mn||pq\rangle,\label{k2}\\
k\ge3:&\quad \langle A|F|B\rangle=0, & \langle A|G|B\rangle&=0.\label{k3}
\end{align}
With both lists in ascending order and the unshared orbitals, paired in order, at positions $\mu_\alpha$ in $A$ and $\nu_\alpha$ in $B$,
\begin{equation}
\epsilon=(-1)^{\sum_\alpha(\mu_\alpha+\nu_\alpha)} .\label{eps}
\end{equation}
Even for non-orthogonal orbitals, with overlaps $S_{ab}=\langle a|b\rangle$, the single sums over $P$ are
\begin{align}
\langle A|F|B\rangle&=\sum_P\operatorname{sgn}(P)\sum_i f_{a_ib_{P(i)}}\prod_{l\ne i}S_{a_lb_{P(l)}},\label{Fsum}\\
\langle A|G|B\rangle&=\sum_P\operatorname{sgn}(P)\sum_{i<j}\langle a_ia_j|b_{P(i)}b_{P(j)}\rangle\prod_{l\ne i,j}S_{a_lb_{P(l)}}.\label{Gsum}
\end{align}
Positions on which the operator acts are called active. For the three-electron operator $W=\sum_{i<j<l}v(i)v(j)v(l)$, orthonormal orbitals and $k=3$, with unshared orbitals $m_\alpha$ and $p_\beta$,
\begin{equation}
\langle A|W|B\rangle=\epsilon\sum_{P\in S_3}\operatorname{sgn}(P)\prod_{\alpha=1}^3v_{m_\alpha p_{P(\alpha)}}=\epsilon\det[v_{m_\alpha p_\beta}] .\label{three}
\end{equation}
For $k>3$ the elements of $W$ vanish.

All of this was tested on a dimensionless model with $N=4$, eight complex orthonormal orbitals and random non-Hermitian $f$, $g$ and $v$. Each of the $70$ determinants was built as a four-index array from \eqref{det} and the operators were applied electron by electron, with no use of the rules. Over all pairs of determinants the largest absolute difference from \eqref{k0}--\eqref{k3} was $6\times10^{-15}$, against mean moduli between $1.1$ and $3.3$ for the classes of elements that the rules leave nonzero. At $k=3$ the mean modulus was $4.7\times10^{-16}$ for $G$ but $6.2$ for $W$, in agreement with \eqref{three}, and at $k=4$ the elements of $W$ vanished too. Omitting $\epsilon$ produced absolute errors in $G$ up to $11.28$. With orbitals made non-orthogonal by adding $0.1$ times a random complex matrix to their coefficients and renormalizing, a pair with $k=3$ gave $|\langle F\rangle|=0.0286$ and $|\langle G\rangle|=0.3781$, reproduced by \eqref{Fsum} and \eqref{Gsum}.

For the nonrelativistic electronic Hamiltonian at fixed nuclei, in atomic units, $f=h=-\tfrac12\nabla^2-\sum_CZ_C/|\mathbf r-\mathbf R_C|$ and $g=1/r_{12}$. Both are free of spin. With $\chi_p=\psi_p(\mathbf r)\,\omega_p(\sigma)$ and $\omega$ either $\alpha$ or $\beta$, the spin sum for each electron gives a Kronecker delta:
\begin{equation}
\langle pq|rs\rangle=(pr|qs)\,\delta_{\omega_p\omega_r}\delta_{\omega_q\omega_s},\qquad (pr|qs)=\iint\frac{\psi_p^*(\mathbf r_1)\psi_r(\mathbf r_1)\,\psi_q^*(\mathbf r_2)\psi_s(\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 ,\label{spin}
\end{equation}
and $h_{pq}$ carries $\delta_{\omega_p\omega_q}$. In every term of \eqref{Fsum} and \eqref{Gsum} the spin of $a_l$ must then equal that of $b_{P(l)}$ at all positions, active or not, so $H$ connects no two determinants with different numbers of $\alpha$ electrons, that is with different $M_S$. In the diagonal rule, $\langle mn||mn\rangle=J_{mn}-\delta_{\omega_m\omega_n}K_{mn}$ with $J_{mn}=(mm|nn)$ and $K_{mn}=(mn|nm)$: every pair of electrons contributes the Coulomb repulsion of two orbital densities, and pairs of parallel spin contribute the exchange term as well. The term $m=n$, where $J_{mm}=K_{mm}$, cancels, so no electron repels itself.

The rule for one difference contains the Fock operator. By \eqref{s3} the term $n=m$ may be added to the sum in \eqref{k1} at no cost, and
\begin{equation}
\langle A|H|B\rangle=\epsilon\Big[h_{mp}+\sum_{n\in A}\langle mn||pn\rangle\Big]=\epsilon\,\mathcal F_{mp},\label{fock}
\end{equation}
where $\mathcal F$ is by definition the Fock operator built from the orbitals occupied in $A$. It is Hermitian because $h$ and $g$ are. If the occupied orbitals solve the Hartree--Fock equations $\mathcal F\chi_m=\varepsilon_m\chi_m$ within the space spanned by the orbital set, then $\mathcal F_{mp}=\mathcal F_{pm}^*=\varepsilon_m\langle p|m\rangle^*=0$ for $p$ unoccupied. This is Brillouin's theorem. Its zero differs in kind from \eqref{k3}: unless every integral is separately zero or negligible, as it is by symmetry for the $\sigma\to\pi$ excitations of the molecule in the example below, or by distance when $m$ and $p$ lie on far-separated fragments, it is a cancellation between nonzero integrals, and the argument applies when $A$ is the self-consistent determinant, not to an arbitrary pair with $k=1$.

The example is LiH at $R=3.0$ bohr, with restricted Hartree--Fock orbitals in the STO-3G basis. Of the six real spatial orbitals, the labels $1$ to $4$ denote $1\sigma$ to $4\sigma$, with energies $-2.34848$, $-0.28633$, $0.07833$ and $0.55117$ hartree; the other two are $\pi$ orbitals. A bar marks $\beta$ spin, and lists follow the order $1,\bar1,2,\bar2,3,\bar3,4,\bar4$. The phase of each orbital is fixed by making its largest basis coefficient positive, which matters because reversing the sign of one unshared spin orbital reverses an off-diagonal element; a spatial orbital that supplies two of the unshared spin orbitals, as in $2\bar2\to4\bar4$ below, reverses it twice and leaves it unchanged. Energies are in hartree. Six decimals are kept to let the arithmetic be followed, not as a claim about the real molecule, and sums of rounded integrals can differ from the unrounded results by one or two units in the last place.

The reference is $|0\rangle=|1\,\bar1\,2\,\bar2\rangle$. Its six pairs give $J_{11}$ for $(1,\bar1)$, $J_{22}$ for $(2,\bar2)$, $J_{12}$ for each of $(1,\bar2)$ and $(\bar1,2)$, and $J_{12}-K_{12}$ for each of $(1,2)$ and $(\bar1,\bar2)$. Rule \eqref{k0} gives
\begin{align}
2h_{11}+2h_{22}&=2(-4.729969)+2(-1.497470)=-12.454878,\\
J_{11}+J_{22}+4J_{12}-2K_{12}&=1.658528+0.488176+4(0.368225)-2(0.013487)\approx3.59263 .
\end{align}
The unrounded two-electron part is $3.592632$, the electronic energy is $-12.454878+3.592632=-8.862246$, and the nuclear repulsion $3\cdot1/3.0=1.000000$ brings the total to $E_{\rm HF}=-7.862246$.

Next take $B=|1\,\bar1\,\bar2\,3\rangle$, in which $2$ has been replaced by $3$. The orbital $2$ stands third in the reference and $3$ stands fourth in $B$, so \eqref{eps} gives $\epsilon=(-1)^{3+4}=-1$. By \eqref{spin}, the shared orbital $1$ contributes $\langle21|31\rangle-\langle21|13\rangle=(23|11)-(21|13)$, while $\bar1$ and $\bar2$, of opposite spin to the moving electron, contribute $(23|11)$ and $(23|22)$ without exchange:
\begin{align}
\langle0|H|B\rangle&=-\big[h_{23}+2(23|11)-(21|13)+(23|22)\big]\nonumber\\
&=-\big[0.033242+2(0.013190)-0.011253-0.048369\big]=0.000000 .
\end{align}
The explicit value is $-1.0\times10^{-10}$; by \eqref{fock} it is minus the Fock element left by the finite convergence of the orbitals. When $2\sigma$ and $3\sigma$ are mixed by the rotation $\psi_2\to\psi_2\cos\theta+\psi_3\sin\theta$, $\psi_3\to-\psi_2\sin\theta+\psi_3\cos\theta$ with $\theta=0.1$ rad, the cancellation fails: the explicit element becomes $-0.019798$ and the independently built Fock element is $\mathcal F_{23}=0.019798$, as \eqref{fock} with $\epsilon=-1$ requires.

A single difference between two excited determinants is not covered by Brillouin's theorem. For $A=|1\,\bar1\,\bar2\,3\rangle$ and $B=|1\,\bar1\,3\,\bar4\rangle$, $m=\bar2$ stands third and $p=\bar4$ fourth, so again $\epsilon=-1$. The moving electron has $\beta$ spin and exchanges with $\bar1$, giving $(24|11)-(21|14)$; the orbitals $1$ and $3$ give $(24|11)$ and $(24|33)$:
\begin{align}
\langle A|H|B\rangle&=-\big[h_{24}+2(24|11)-(21|14)+(24|33)\big]\nonumber\\
&=-\big[-0.056209+2(-0.040032)+0.008834-0.012084\big]\approx0.13952 ,
\end{align}
and both the rule and the explicit sum give $0.139524$ before rounding of the inputs.

For two differences $h$ drops out. With $B=|1\,\bar1\,4\,\bar4\rangle$ the positions are $3,4$ in both lists and $\epsilon=+1$. The element is $\langle2\bar2|4\bar4\rangle-\langle2\bar2|\bar44\rangle$; the second integral vanishes by spin and the first is $(24|24)$, equal to $K_{24}$ for real orbitals, so $\langle0|H|B\rangle=0.123792$. With $B=|\bar1\,\bar2\,3\,4\rangle$ both $\alpha$ electrons move; $1,2$ stand at positions $1,3$ and $3,4$ at positions $3,4$, so $\epsilon=(-1)^{1+3+3+4}=-1$ and
\begin{equation}
\langle0|H|B\rangle=-\big[(13|24)-(14|23)\big]=-\big[0.000414-0.001640\big]\approx0.00123 ,
\end{equation}
the explicit value being $0.001227$. Finally $B=|\bar1\,3\,\bar3\,4\rangle$ differs from the reference in three orbitals. It has $M_S=0$ and contains $\sigma$ orbitals alone, so neither $M_S$ nor spatial symmetry forbids the coupling, yet the explicit element is $-2.4\times10^{-17}$.

With two $\alpha$ and two $\beta$ electrons in six spatial orbitals there are $225$ determinants. For one spin, a given choice of two orbitals has $1$, $2\cdot4=8$ and $\binom42=6$ partners differing in $0$, $1$ and $2$ orbitals. Combining the two spins, any determinant has $1$, $2\cdot8=16$, $2\cdot6+8\cdot8=76$, $2\cdot8\cdot6=96$ and $6\cdot6=36$ partners with $k=0,\dots,4$, so a fraction $(96+36)/225=0.5867$ of the Hamiltonian matrix is zero by \eqref{k3}. The matrix from the rules and the one from explicit four-index arrays differ by at most $3.6\times10^{-14}$ hartree in any element, and the largest explicit element with $k\ge3$ is $4.5\times10^{-16}$ hartree. The lowest eigenvalue plus the nuclear repulsion is $-7.882504$, which agrees with an independent full configuration interaction program. The correlation energy in this basis is $-7.882504+7.862246=-0.020258$ hartree, or $-0.55$ eV.

The vanishing of a direct element does not remove a determinant from the eigenstate. Write the ground state as $\sum_Bc_B|B\rangle$ with electronic energy $E$ and $H_{AB}=\langle A|H|B\rangle$, and call the number of differences from the reference the level. The row of the eigenvalue equation belonging to the reference reads $H_{00}c_0+\sum_{B\ne0}H_{0B}c_B=Ec_0$. Brillouin's theorem removes level one and \eqref{k3} removes levels three and four, so for $c_0\ne0$
\begin{equation}
E-H_{00}=\frac{1}{c_0}\sum_{D\,\in\,\text{level 2}}H_{0D}\,c_D .
\end{equation}
The row of any other determinant $X$ reads $(E-H_{XX})\,c_X=\sum_{B\ne X}H_{XB}c_B$. For a single, a triple or a quadruple the term $B=0$ is absent, but the doubles within two differences of $X$ may contribute, and the element $0.139524$ above is one such coupling of a single to a double. These determinants can thus acquire coefficients, and their coefficients in turn enter the rows of the doubles, which fix the energy. In LiH the summed squared coefficients for levels zero to four are $0.9746$, $2.95\times10^{-3}$, $2.24\times10^{-2}$, $3.5\times10^{-6}$ and $4.7\times10^{-7}$: the three levels with no direct coupling to the reference all carry nonzero weight, each smaller than that of the doubles.

\section*{Values computed for the example and the checks}
\begin{verbatim}
model: N = 4, orbitals = 8, determinants = 70 (dimensionless)
k=0 pairs=70 mean|F|,|G|,|W3| 3.2e+00 3.3e+00 1.0e+01 err 5e-15
k=1 pairs=1120 mean|F|,|G|,|W3| 1.1e+00 2.0e+00 9.3e+00 err 6e-15
k=2 pairs=2520 mean|F|,|G|,|W3| 2.8e-16 1.2e+00 8.0e+00 err 4e-15
k=3 pairs=1120 mean|F|,|G|,|W3| 9.8e-17 4.7e-16 6.2e+00 err 2e-15
k=4 pairs=70 mean|F|,|G|,|W3| 9.1e-17 2.4e-16 3.5e-15 err 6e-16
largest error in G if eps is dropped: 11.28
terms in single sum: F 96, G 144
surviving (F,G) terms for k=0..4: [(4, 12), (1, 6), (0, 2), (0, 0), (0, 0)]
non-orthogonal orbitals, k=3: |F| = 0.0286, |G| = 0.3781
LiH RHF/STO-3G, R = 3.0 bohr, spatial orbitals = 6, M_S=0 determinants = 225
sigma orbital energies (Eh): -2.34848 -0.28633 0.07833 0.55117
max |H explicit - H rules| = 3.6e-14 Eh
max explicit |H| for k>=3 = 4.5e-16 Eh
fraction of elements with k>=3 = 0.5867
h11 = -4.729969 Eh
h22 = -1.497470 Eh
J11 = 1.658528 Eh
J22 = 0.488176 Eh
J12 = 0.368225 Eh
K12 = 0.013487 Eh
(a) one-electron part = -12.454878 Eh
(a) two-electron part = 3.592632 Eh
(a) electronic energy = -8.862246 Eh
(a) nuclear repulsion = 1.000000 Eh
(a) E_HF = -7.862246 Eh
(b) h23 = 0.033242 Eh
(b) (23|11) = 0.013190 Eh
(b) (21|13) = 0.011253 Eh
(b) (23|22) = -0.048369 Eh
(b) element, SCF orbitals = -1.0e-10 Eh
(b) element, rotation 0.1 rad = -0.019798 Eh
(b) Fock element F23, rotated = 0.019798 Eh
(c) h24 = -0.056209 Eh
(c) (24|11) = -0.040032 Eh
(c) (21|14) = -0.008834 Eh
(c) (24|33) = -0.012084 Eh
(c) element from rule = 0.139524 Eh
(c) element explicit = 0.139524 Eh
(d) K24 from rule = 0.123792 Eh
(d) opposite-spin double explicit = 0.123792 Eh
(d) (13|24) = 0.000414 Eh
(d) (14|23) = 0.001640 Eh
(d) same-spin double from rule = 0.001227 Eh
(d) same-spin double explicit = 0.001227 Eh
(e) triple explicit = -2.4e-17 Eh
spin-flip single explicit = 0.0e+00 Eh
full CI from rules = -7.882504 Eh
full CI from pyscf = -7.882504 Eh
correlation energy = -0.020258 Eh = -0.5512 eV
determinants per level 0..4: [1, 16, 76, 96, 36]
weights per level 0..4: 9.746e-01 2.953e-03 2.243e-02 3.487e-06 4.682e-07
\end{verbatim}
